# Velocity Overshoot after a Field Step from Momentum and Energy Balances: verification in Python

```python
"""Velocity overshoot after a sudden field step, from two balance equations.

  dv/dt = q F/m - v (1 + x/W)/tp        momentum balance
  dx/dt = q F v - x/tw                  energy balance
v  drift velocity, x  mean kinetic energy above equilibrium, F  field,
tp low-field momentum relaxation time, tw  energy relaxation time,
mu0 = q tp/m, W = q tw vs^2/mu0 (so that v saturates at vs).
Scaled: E = mu0 F/vs, r = tw/tp, us = steady value of x/W.
Result under test: starting from rest, v exceeds its steady value if and
only if r > 1/(sqrt(1+2 us)+sqrt(us))^2; the ratio peak/steady tends to
1+us for r -> infinity; with W infinite there is no overshoot at all.
Internal units: ps, nm, V, eV (100 nm/ps = 1e7 cm/s, 1 V/nm = 1e4 kV/cm).
"""
from collections import namedtuple
from math import exp, log, sqrt, pi, erfc, inf
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, cumulative_trapezoid
from scipy.optimize import brentq

Channel = namedtuple("Channel", "mu0 tp tw W")


def make_channel(mu0, vs, tp, tw):
    return Channel(mu0, tp, tw, tw * vs**2 / mu0)


def balance(y, F, c):
    v, x = y
    return [c.mu0 / c.tp * F - v * (1 + x / c.W) / c.tp, F * v - x / c.tw]


def reference(c, field, t_end, max_step=inf, **options):
    """High-order adaptive solution of the defining equations."""
    return solve_ivp(lambda t, y: balance(y, field(t), c), (0, t_end),
                     [0.0, 0.0], method="DOP853", rtol=1e-12, atol=1e-14,
                     max_step=max_step, **options)


def reference_peak(c, F, t_end):
    def slope(t, y):
        return balance(y, F, c)[0]
    slope.direction = -1
    slope.terminal = True
    s = reference(c, lambda t: F, t_end, events=slope)
    return s.t_events[0][0], s.y_events[0][0][0]


def split_step(v, x, F, h, c):
    """Half step of energy, full step of velocity, half step of energy."""
    decay = exp(-h / (2 * c.tw))
    x_mid = F * v * c.tw + (x - F * v * c.tw) * decay
    rate = 1 + x_mid / c.W
    target = c.mu0 * F / rate
    v = target + (v - target) * exp(-h * rate / c.tp)
    x = F * v * c.tw + (x_mid - F * v * c.tw) * decay
    return x_mid, v, x


def march(c, field, h, t_end):
    n = round(t_end / h)
    v, x = np.zeros(n + 1), np.zeros(n + 1)
    for i in range(n):
        _, v[i + 1], x[i + 1] = split_step(v[i], x[i], field((i + .5) * h),
                                           h, c)
    return np.arange(n + 1) * h, v, x


def parabola_peak(t, v):
    i = int(np.argmax(v))
    if i == 0 or i == len(v) - 1:
        return t[i], v[i]
    left, right = v[i] - v[i - 1], v[i] - v[i + 1]
    shift = 0.5 * (right - left) / (right + left) if right + left > 0 else 0
    shift = -shift
    top = v[i] + 0.125 * (left - right)**2 / (left + right) \
        if right + left > 0 else v[i]
    return t[i] + shift * (t[1] - t[0]), top


def steady_scaled(E):
    V = (sqrt(1 + 4 * E * E) - 1) / (2 * E)
    return V, E * V


def critical_ratio(us):
    return 1 / (sqrt(1 + 2 * us) + sqrt(us))**2


# ---------- tests in scaled variables (mu0 = vs = tp = 1, F = E) ----------
for E in (0.5, 2.0, 4.0):
    V_st, u_st = steady_scaled(E)
    rc = critical_ratio(u_st)
    for factor, expected in ((1 / 0.9, True), (1 / 1.1, False)):
        c = make_channel(1, 1, 1, rc * factor)
        s = reference(c, lambda t: E, 40, max_step=0.05)
        excess = s.y[0].max() / V_st - 1
        assert abs(s.y[0, -1] / V_st - 1) < 1e-10
        assert (excess > 1e-9) if expected else (excess < 1e-10)

# Energy-independent scattering: no overshoot for any ratio.
for r in (0.1, 1.0, 100.0):
    s = reference(Channel(1, 1, r, inf), lambda t: 2.0, 20, max_step=0.1)
    assert np.max(np.abs(s.y[0] - 2 * (1 - np.exp(-s.t)))) < 1e-9
    assert s.y[0].max() < 2 + 1e-10

# Electrons stay at or above the lattice temperature only for r >= 1/2.
for r, colder in ((0.45, True), (0.55, False)):
    s = reference(make_channel(1, 1, 1, r), lambda t: 2.0, 20, max_step=0.05)
    lowest = np.min(s.y[1] - s.y[0]**2 / 2)
    assert (lowest < -1e-4) if colder else (lowest > -1e-10)
u_always = brentq(lambda u: critical_ratio(u) - 0.5, 1e-6, 1)
assert abs(u_always - (5 - 2 * sqrt(6))) < 1e-10

# Peak height and peak time when energy relaxes very slowly.
E = 2.0
V_st, u_st = steady_scaled(E)
misfits = []
for eps in (1e-3, 1e-4):
    t_pk, V_pk = reference_peak(make_channel(1, 1, 1, E * E / eps), E, 60)
    deficit = 1 - V_pk / V_st / (1 + u_st)
    misfits.append(abs(deficit / (eps * (log(1 / eps) - 1)) - 1))
    assert abs(t_pk - log(1 / eps)) < 60 * eps
assert misfits[1] < 0.02 and misfits[1] < misfits[0]

# Closed form for the slow heating: time at which u reaches half of u_st.
u_half = u_st / 2
slow_time = ((1 + u_st) * log(u_st / (u_st - u_half))
             - u_st * log(1 + u_half / (1 + u_st))) / (1 + 2 * u_st)
slow_errors = []
for r in (200.0, 2000.0):
    c = make_channel(1, 1, 1, r)

    def half_heated(t, y):
        return y[1] / c.W - u_half
    half_heated.terminal = True
    s = solve_ivp(lambda t, y: balance(y, E, c), (0, 3 * r), [0.0, 0.0],
                  method="LSODA", rtol=1e-10, atol=1e-12, events=half_heated)
    slow_errors.append(abs(s.t_events[0][0] / r - slow_time))
assert 7 < slow_errors[0] / slow_errors[1] < 13

# ---------- worked example: regime of a silicon inversion channel ----------
T, mobility, v_sat, mass, tau_w, F_kV = 300.0, 400.0, 1e7, 0.26, 0.3, 50.0
mu0, vs, F = mobility * 100, v_sat * 1e-5, F_kV * 1e-4


def momentum_time(mob, m_rel):
    return m_rel * sc.m_e * mob * 1e-4 / sc.e * 1e12


tau_p = momentum_time(mobility, mass)
ch = make_channel(mu0, vs, tau_p, tau_w)
E = mu0 * F / vs
V_st, u_st = steady_scaled(E)
v_st, x_st = V_st * vs, u_st * ch.W


def constant(t):
    return F


print(f"mobility {mobility:.0f} cm2/Vs, v_sat {v_sat:.1e} cm/s, T {T:.0f} K")
print(f"mass {mass} m0, tau_w {tau_w} ps, field {F_kV:.0f} kV/cm")
print(f"tau_p {tau_p:.5f} ps, tau_w/tau_p {tau_w/tau_p:.3f}")
print(f"W {ch.W:.4f} eV, E {E:.3f}, V* {V_st:.4f}, u* {u_st:.4f}")
print(f"steady: v {v_st/100:.4f} e7 cm/s, x {x_st:.4f} eV")
print(f"tau_p in steady state {tau_p/(1+u_st):.4f} ps")
print(f"critical tau_w/tau_p {critical_ratio(u_st):.4f}")
E_always = sqrt(u_always * (1 + u_always))
print(f"u* above which all r>=1/2 overshoot {u_always:.4f},"
      f" field {E_always*vs/mu0*1e4:.2f} kV/cm")

v, x = 0.0, 0.0
for k in (1, 2):
    x_mid, v, x = split_step(v, x, F, 0.02, ch)
    print(f"step {k}, h 0.02 ps: x_mid {x_mid:.6f} eV,"
          f" v {v/100:.5f} e7 cm/s, x {x:.6f} eV")

exact = reference(ch, constant, 3.0, max_step=0.01, dense_output=True)
errors = []
for h in (0.02, 0.01, 0.005, 0.0025):
    t, v, x = march(ch, constant, h, 2.0)
    errors.append(np.max(np.abs(v - exact.sol(t)[0])))
    print(f"h {h} ps: largest error of v {errors[-1]/100:.2e} e7 cm/s")
assert 3.6 < errors[2] / errors[3] < 4.4

# Any step: bounds hold, steady state is fixed, huge steps still converge.
for h in (0.001, 0.03, 0.3, 10.0):
    _, v, x = march(ch, constant, h, 200 * h)
    assert v.min() >= 0 and v.max() <= mu0 * F * (1 + 1e-12)
    assert x.min() >= 0 and x.max() <= F * F * mu0 * tau_w * (1 + 1e-12)
    _, v1, x1 = split_step(v_st, x_st, F, h, ch)
    assert abs(v1 / v_st - 1) < 1e-12 and abs(x1 / x_st - 1) < 1e-12
assert abs(v[-1] / v_st - 1) < 1e-10
contraction = (v[21] - v_st) / (v[20] - v_st)
assert abs(contraction + u_st / (1 + u_st)) < 1e-3
print(f"huge-step error factor {contraction:.4f}")

t, v, x = march(ch, constant, 0.0005, 3.0)
t_pk, v_pk = parabola_peak(t, v)
t_ref, v_ref = reference_peak(ch, F, 3.0)
assert abs(v_pk / v_ref - 1) < 1e-4 and abs(t_pk - t_ref) < 1e-3
distance = cumulative_trapezoid(v, t, initial=0)
for ti in (0.02, 0.05, 0.1, 0.2, 0.5, 1.0, 2.0):
    print(f"t {ti:.2f} ps: v {np.interp(ti, t, v)/100:.4f} e7 cm/s,"
          f" x {np.interp(ti, t, x):.4f} eV")
x_pk = np.interp(t_pk, t, x)
print(f"peak: t {t_pk:.4f} ps, v {v_pk/100:.4f} e7 cm/s,"
      f" x {x_pk:.4f} eV")
print(f"peak/steady {v_pk/v_st:.4f}, slow-energy limit {1+u_st:.4f}")
i_end = np.flatnonzero((t > t_pk) & (v < 1.05 * v_st))[0]
print(f"distance at peak {np.interp(t_pk, t, distance):.2f} nm")
print(f"within 5% of steady: t {t[i_end]:.3f} ps,"
      f" distance {distance[i_end]:.1f} nm")
for L in (20, 50, 100):
    transit = np.interp(L, distance, t)
    print(f"length {L} nm: transit {transit:.4f} ps,"
          f" mean v/steady {L/transit/v_st:.3f}")

peaks = []
for r in (0.5, 1, 2, 5, 20, 100, 1000):
    c = make_channel(mu0, vs, tau_p, r * tau_p)
    tt, vv, _ = march(c, constant, 0.001, 2.0)
    peaks.append(parabola_peak(tt, vv)[1] / v_st)
    eps = E * E / r
    note = ""
    if eps < 0.05:
        note = f", formula {(1+u_st)*(1-eps*(log(1/eps)-1)):.4f}"
    print(f"tau_w/tau_p {r}: peak/steady {peaks[-1]:.4f}{note}")
assert np.all(np.diff(peaks) > 0) and peaks[0] > 1

# ---------- size of what the model leaves out ----------
for rise in (0.1, 0.3, 1.0):
    def ramp(time, rise=rise):
        return F * min(1.0, time / rise)
    tt, vv, _ = march(ch, ramp, 0.001, 3.0)
    top = parabola_peak(tt, vv)[1]
    check = reference(ch, ramp, 3.0, max_step=0.005).y[0].max()
    assert abs(top / check - 1) < 1e-3
    print(f"field rise {rise} ps: peak/steady {top/v_st:.4f}")

variants = [("mass 0.19 m0", mobility, 0.19, tau_w),
            ("mass 0.315 m0", mobility, 0.315, tau_w),
            ("tau_w 0.2 ps", mobility, mass, 0.2),
            ("tau_w 0.4 ps", mobility, mass, 0.4),
            ("400 K, mobility ~ T^-1.5", mobility * (400 / 300)**-1.5,
             mass, tau_w)]
for label, mob, m_rel, tw in variants:
    c = make_channel(mob * 100, vs, momentum_time(mob, m_rel), tw)
    tt, vv, _ = march(c, constant, 0.001, 3.0)
    top = parabola_peak(tt, vv)[1]
    base = steady_scaled(mob * 100 * F / vs)[0] * vs
    print(f"{label}: peak {top/100:.4f} e7 cm/s, ratio {top/base:.4f}")

kT = sc.k * T / sc.e


def thermal_eV(vel, energy):
    drift = 0.5 * mass * sc.m_e * (vel * 1e3)**2 / sc.e
    return (1.5 * kT + energy - drift) / 1.5


kT_pk, kT_st = thermal_eV(v_pk, x_pk), thermal_eV(v_st, x_st)
print(f"electron temperature: peak {kT_pk*sc.e/sc.k:.0f} K,"
      f" steady {kT_st*sc.e/sc.k:.0f} K")
alpha, gap, sheet = 0.5, 1.12, 5e12
print(f"nonparabolic mass rise (0.5/eV): peak {200*alpha*x_pk:.1f} %,"
      f" steady {200*alpha*x_st:.1f} %")
z = gap / kT_st
tail = erfc(sqrt(z)) + 2 * sqrt(z / pi) * exp(-z)
print(f"Maxwell tail above gap {gap} eV, steady: {tail:.1e}")
for label, energy in (("300 K", kT), ("steady", kT_st)):
    states = 2 * 0.19 * sc.m_e * energy * sc.e / (pi * sc.hbar**2) * 1e-4
    print(f"band-bottom occupation, {sheet:.0e} /cm2, {label}:"
          f" {1-exp(-sheet/states):.2f}")
broad = sc.hbar / (tau_p * 1e-12) / sc.e
print(f"hbar/tau_p over kT: start {broad/kT:.2f},"
      f" steady {broad*(1+u_st)/kT_st:.2f}")
F_vertical = sheet * 1e4 * sc.e / (11.7 * sc.epsilon_0)
for label, field in (("channel", F * 1e9), ("vertical", F_vertical)):
    action = 4 * sqrt(2 * mass * sc.m_e) * (gap * sc.e)**1.5 \
        / (3 * sc.e * sc.hbar * field)
    print(f"band-to-band exponent, {label} field"
          f" {field*1e-8:.2f} MV/cm: {action:.0f}")
print("tests ok")
```

Printed output:

```
mobility 400 cm2/Vs, v_sat 1.0e+07 cm/s, T 300 K
mass 0.26 m0, tau_w 0.3 ps, field 50 kV/cm
tau_p 0.05913 ps, tau_w/tau_p 5.074
W 0.0750 eV, E 2.000, V* 0.7808, u* 1.5616
steady: v 0.7808 e7 cm/s, x 0.1171 eV
tau_p in steady state 0.0231 ps
critical tau_w/tau_p 0.0929
u* above which all r>=1/2 overshoot 0.1010, field 8.34 kV/cm
step 1, h 0.02 ps: x_mid 0.000000 eV, v 0.57394 e7 cm/s, x 0.002822 eV
step 2, h 0.02 ps: x_mid 0.005552 eV, v 0.96634 e7 cm/s, x 0.010122 eV
h 0.02 ps: largest error of v 9.12e-03 e7 cm/s
h 0.01 ps: largest error of v 2.26e-03 e7 cm/s
h 0.005 ps: largest error of v 5.64e-04 e7 cm/s
h 0.0025 ps: largest error of v 1.41e-04 e7 cm/s
huge-step error factor -0.6096
t 0.02 ps: v 0.5721 e7 cm/s, x 0.0030 eV
t 0.05 ps: v 1.0953 e7 cm/s, x 0.0151 eV
t 0.10 ps: v 1.3158 e7 cm/s, x 0.0418 eV
t 0.20 ps: v 1.0365 e7 cm/s, x 0.0799 eV
t 0.50 ps: v 0.8103 e7 cm/s, x 0.1111 eV
t 1.00 ps: v 0.7824 e7 cm/s, x 0.1168 eV
t 2.00 ps: v 0.7808 e7 cm/s, x 0.1171 eV
peak: t 0.0943 ps, v 1.3183 e7 cm/s, x 0.0388 eV
peak/steady 1.6884, slow-energy limit 2.5616
distance at peak 8.73 nm
within 5% of steady: t 0.455 ps, distance 43.9 nm
length 20 nm: transit 0.1876 ps, mean v/steady 1.366
length 50 nm: transit 0.5293 ps, mean v/steady 1.210
length 100 nm: transit 1.1644 ps, mean v/steady 1.100
tau_w/tau_p 0.5: peak/steady 1.1365
tau_w/tau_p 1: peak/steady 1.2759
tau_w/tau_p 2: peak/steady 1.4427
tau_w/tau_p 5: peak/steady 1.6845
tau_w/tau_p 20: peak/steady 2.0380
tau_w/tau_p 100: peak/steady 2.3361, formula 2.3342
tau_w/tau_p 1000: peak/steady 2.5160, formula 2.5152
field rise 0.1 ps: peak/steady 1.6742
field rise 0.3 ps: peak/steady 1.4995
field rise 1.0 ps: peak/steady 1.1553
mass 0.19 m0: peak 1.3837 e7 cm/s, ratio 1.7722
mass 0.315 m0: peak 1.2781 e7 cm/s, ratio 1.6369
tau_w 0.2 ps: peak 1.2335 e7 cm/s, ratio 1.5799
tau_w 0.4 ps: peak 1.3783 e7 cm/s, ratio 1.7653
400 K, mobility ~ T^-1.5: peak 1.0310 e7 cm/s, ratio 1.5016
electron temperature: peak 501 K, steady 1171 K
nonparabolic mass rise (0.5/eV): peak 3.9 %, steady 11.7 %
Maxwell tail above gap 1.12 eV, steady: 5.9e-05
band-bottom occupation, 5e+12 /cm2, 300 K: 0.70
band-bottom occupation, 5e+12 /cm2, steady: 0.27
hbar/tau_p over kT: start 0.43, steady 0.28
band-to-band exponent, channel field 0.05 MV/cm: 826
band-to-band exponent, vertical field 0.77 MV/cm: 53
tests ok
```
